# Bond-hybrid s fractions in H2O and H2Te from their angles

**Problem.** The bond angle is 104.5° in H₂O and 90.3° in H₂Te. Describe each bond by a hybrid of the central atom's valence s and p orbitals. Assume that the two bond hybrids of a molecule are equivalent, that they are orthogonal, and that they point along the bonds. What fraction of each hybrid is s?

## A tempting solution

Write the two hybrids as

$$
h_1\propto s+\lambda p_1,\qquad h_2\propto s+\lambda p_2 ,
$$

where $p_1$ and $p_2$ are p orbitals pointing along the two bonds and $\lambda$ is the amount of p mixed in. Coulson's orthogonality relation for hybrids at angle $\theta$ is

$$
1+\lambda^2\cos\theta=0 .
$$

The s orbital enters with weight 1 and the p orbital with weight $\lambda^2$, so the s fraction appears to be

$$
\frac{1}{\lambda^2}=-\cos\theta .
$$

For water this gives 0.25, and for H₂Te it gives 0.005. The water value looks reassuring, because one quarter is the s fraction of an sp³ hybrid.

## Where it fails

That agreement exposes the fault. Four equivalent sp³ hybrids point to the corners of a tetrahedron, with 109.47° between them, whereas the angle in water is 104.5°. At the tetrahedral angle $\cos\theta=-1/3$, so the tempting rule assigns an s fraction of 1/3 to hybrids that share one s orbital equally among four.

The orthogonality relation is sound. The error is in the last step: $1/\lambda^2$ is the ratio of s weight to p weight, while a fraction compares the s weight with the total, $1+\lambda^2$. When $\lambda^2$ is large the two nearly coincide, which is why the H₂Te value gives no warning.

## The right solution

Take real, normalized orbitals $s,p_x,p_y,p_z$ on one atom. The three p orbitals share one radial function. Let $\mathbf n_1$ and $\mathbf n_2$ be unit vectors along the bonds. A p orbital along $\mathbf n_i$ is

$$
p_i=n_{ix}p_x+n_{iy}p_y+n_{iz}p_z .
$$

Since $p_x,p_y,p_z$ are orthonormal, the cross terms vanish and

$$
\langle p_1|p_2\rangle=n_{1x}n_{2x}+n_{1y}n_{2y}+n_{1z}n_{2z}=\mathbf n_1\cdot\mathbf n_2=\cos\theta .
$$

Also $\langle s|p_i\rangle=0$, because s is even and $p_i$ is odd under inversion through the nucleus. The squared norm of $s+\lambda p_i$ is therefore $1+\lambda^2$, and the normalized hybrids are

$$
h_i=\frac{s+\lambda p_i}{\sqrt{1+\lambda^2}},\qquad i=1,2 .
$$

Equivalence of the bonds is what allows the same $\lambda$ in both. The overlap is

$$
\langle h_1|h_2\rangle
=\frac{\langle s|s\rangle+\lambda\langle s|p_2\rangle+\lambda\langle p_1|s\rangle+\lambda^2\langle p_1|p_2\rangle}{1+\lambda^2}
=\frac{1+\lambda^2\cos\theta}{1+\lambda^2}.
$$

Setting it to zero gives

$$
\lambda^2=-\frac{1}{\cos\theta}.
$$

The s fraction $f$ is the squared coefficient of $s$ in the normalized hybrid:

$$
f=\frac{1}{1+\lambda^2}=\frac{1}{1-1/\cos\theta}=\frac{\cos\theta}{\cos\theta-1}.
$$

The last form follows on multiplying numerator and denominator by $\cos\theta$.

For H₂O, $\cos\theta=-0.25038$, so $\lambda^2=3.994$ and

$$
f=\frac{-0.25038}{-1.25038}=0.200 .
$$

For H₂Te, $\cos\theta=-0.005236$, so $\lambda^2=191$ and

$$
f=\frac{-0.005236}{-1.005236}=0.0052 .
$$

The answers are about 0.20 and 0.005. In this model the water hybrid is close to sp⁴, and the H₂Te hybrid is almost pure p.

## Limits of the formula

At 180° the formula gives $f=1/2$, the sp hybrid. At 120° it gives 1/3, and at the tetrahedral angle 1/4. As the angle falls to 90°, $\lambda^2$ grows without bound and $f$ goes to zero: two p orbitals at right angles are already orthogonal, and any s part of equal sign would spoil this.

Below 90° the cosine is positive, so the numerator $1+\lambda^2\cos\theta$ is positive for every real $\lambda$. Two equivalent real sp hybrids then cannot be orthogonal and also point along the bonds.

If the two bonds differ, as when one hydrogen is replaced by another group, the same algebra with separate mixings gives $1+\lambda_1\lambda_2\cos\theta=0$. One angle then fixes the product $\lambda_1\lambda_2$ but not the two s fractions separately.

## Where the rest of the s orbital goes

Put the molecule in the $xz$ plane with $z$ bisecting the bond angle. The difference $h_1-h_2$ contains no s and is proportional to $p_x$. The normalized sum is

$$
\frac{h_1+h_2}{\sqrt2}=\frac{\sqrt2\,\bigl[s+\lambda\cos(\theta/2)\,p_z\bigr]}{\sqrt{1+\lambda^2}},
$$

with s weight $2/(1+\lambda^2)=2f$. Two orbitals remain for the lone pairs: $p_y$, and the combination $w$ of $s$ and $p_z$ orthogonal to the sum above. As $s$ is shared between these two combinations, $w$ has s weight $1-2f$. This is 0.60 in water and 0.99 in H₂Te.

The lone pairs may also be written as the equivalent pair $(w\pm p_y)/\sqrt2$, each with s fraction

$$
f_{\rm lp}=\frac{1-2f}{2}=\frac12-f .
$$

If both lone pairs are doubly occupied in a single determinant, this change of description leaves the electron density unchanged. The equivalent pair obeys the same orthogonality relation, $f_{\rm lp}=\cos\theta_{\rm lp}/(\cos\theta_{\rm lp}-1)$. Multiplying out gives $f_{\rm lp}\cos\theta_{\rm lp}-f_{\rm lp}=\cos\theta_{\rm lp}$, hence

$$
\cos\theta_{\rm lp}=-\frac{f_{\rm lp}}{1-f_{\rm lp}} .
$$

For water $f_{\rm lp}=0.30$ and $\theta_{\rm lp}=115^\circ$. For H₂Te $f_{\rm lp}=0.495$ and $\theta_{\rm lp}=168^\circ$.

## How firmly the angle fixes the fraction

With $c=\cos\theta$, the quotient rule gives

$$
\frac{df}{dc}=\frac{(c-1)-c}{(c-1)^2}=-\frac{1}{(1-c)^2}.
$$

Since $dc/d\theta=-\sin\theta$,

$$
\frac{df}{d\theta}=\frac{\sin\theta}{(1-\cos\theta)^2}\quad\text{per radian}.
$$

Multiplied by $\pi/180$, this is 0.011 per degree for water and 0.017 per degree for H₂Te. A change of 0.1° alters $f$ by 0.5% of its value in water, but by 33% in H₂Te. The second answer is best read as "close to zero".

The nuclei also vibrate. Treat the bend as an isolated harmonic oscillator in $\theta$, with kinetic energy $Gp_\theta^2/2$, where $p_\theta$ is the momentum conjugate to $\theta$. Its effective inertia is $1/G$, so the ground-state variance is

$$
\sigma^2=\frac{\hbar G}{2\omega},\qquad G=\sum_a\frac{|\nabla_a\theta|^2}{m_a},
$$

where the sum runs over the three atoms and $\omega$ is the angular frequency. Moving one hydrogen within the molecular plane, perpendicular to its bond of length $r$, changes the angle at the rate $1/r$. Moving it along the bond or out of the plane does not change the angle to first order. The two hydrogen gradients are thus $\mathbf e_1/r$ and $\mathbf e_2/r$, with in-plane unit vectors

$$
\mathbf e_1=(\cos\tfrac\theta2,-\sin\tfrac\theta2),\qquad
\mathbf e_2=(-\cos\tfrac\theta2,-\sin\tfrac\theta2)
$$

in $(x,z)$ components. Shifting the whole molecule leaves $\theta$ unchanged, so the central atom's gradient is $-(\mathbf e_1+\mathbf e_2)/r$. Because $\mathbf e_1\cdot\mathbf e_2=-\cos^2\tfrac\theta2+\sin^2\tfrac\theta2=-\cos\theta$, its square is $(2-2\cos\theta)/r^2$. With hydrogen mass $m_{\rm H}$ and central mass $M$,

$$
G=\frac{2}{m_{\rm H}r^2}+\frac{2(1-\cos\theta)}{Mr^2}.
$$

As rough inputs for this estimate, assume $r=0.96$ Å and a bending wavenumber of 1600 cm⁻¹ for water, and 1.66 Å and 860 cm⁻¹ for H₂Te. With standard atomic masses, $\sigma$ is about 9° and 7°, respectively. A Gaussian centred on the stated angle then puts 5% of the distribution below 90° in water and 48% in H₂Te. The fractions found above therefore belong to the stated geometry; they are not averages over the vibration.

## Do the hybrids point along the bonds?

Orthogonality concerns the angle between hybrids, whereas the problem supplies the angle between nuclei. To probe the assumption of straight bonds, the hybrids can be taken from a computed one-particle density matrix, with the bond angles and lengths held at the values above.

I used Hartree–Fock theory in the def2-SVP basis, with an effective core potential for the inner electrons of Te. The density matrix was projected on free-atom valence orbitals, made orthogonal to one another symmetrically. The density-matrix elements linking the central atom's $s,p_x,p_y,p_z$ to one hydrogen 1s orbital form a four-component vector, which defines the hybrid used in that bond. The two vectors were then made orthonormal symmetrically.

For water the result is an s fraction of 0.29 and an angle of 113.9° between the hybrids. For H₂Te it is 0.13 and 98.4°. The larger def2-TZVPP basis raises the angles to 114.5° and 98.6° and the fractions by less than 0.005; a PBE density in def2-SVP gives 0.27 and 112.2°, and 0.10 and 96.6°. For hybrids constructed in this way, the angle between them exceeds the bond angle in both molecules, and each hybrid is tilted from its bond by 4° to 5°.

Because these hybrids were made orthonormal and, by the symmetry of the molecule, have equal s fractions, they must obey Coulson's relation when their own angle is used. For H₂Te, $\cos98.4^\circ=-0.146$ gives $f=0.146/1.146=0.13$. For these hybrids the hybrid angle differs from the bond angle, but much of that difference is produced by the analysis itself, because symmetric orthogonalization mixes the central s orbital with the hydrogen orbitals. Build a determinant from exactly straight hybrids with the model fractions, with bond orbitals $h_i+c\,1s_{{\rm H}_i}$ and $c$ from 0.7 to 1. The same analysis then returns 0.29 to 0.31 and 114° to 116° for water, and 0.075 to 0.09 and 95° to 96° for H₂Te. The water tilt found above is therefore no evidence of bent bonds. Hybrids that are not made orthonormal need not obey the relation even with their own angle. Near 90° a small change of the hybrid angle matters greatly: the H₂Te fraction rises from 0.005 to 0.13, about 25 times, although more than half of this rise already appears for straight hybrids. In this analysis water keeps the larger s fraction, but the ratio of the two fractions drops from 38 to about 2.3.

The Hartree–Fock fractions are not exact references. They depend on how the density is divided among orbitals and on how a bond hybrid is defined, and another choice changes them substantially. If the central atom's s and p orbitals are kept pure, as in the model, and the hydrogen orbitals are orthogonalized to them, the results are 0.08 and 95° for water, a tilt in the opposite direction, and 0.04 and 93° for H₂Te. Natural atomic orbitals give 0.235 and 108°, and 0.12 and 98°. The ratio of the two fractions stays near 2 in each case. The calculations also omit electron correlation and spin–orbit coupling and carry the error of a small basis.

## Tellurides in memory cells

Phase-change memory uses tellurides such as Ge₂Sb₂Te₅, whose rocksalt-like crystalline phase has many bond angles near 90°. The straight-bond formula has no solution below 90°, but at 90° or slightly above it would assign a pair of equivalent bonds almost pure p character. In H₂Te the computed s fraction lies between about 0.04 and 0.16, depending on how the hybrid is defined, so an angle near 90° does not by itself fix the fraction at the model's value; how far the fraction shifts in the solid was not computed here. A site with six neighbours also breaks the model's counting, since four valence orbitals cannot supply six orthogonal hybrids. The formula would even contradict itself there, requiring $f=0$ for neighbours at 90° and $f=1/2$ for neighbours at 180°. In a p-bonding picture, opposite neighbours instead share one p orbital. Finally, the relation takes the angle as given, so it does not explain why the angles in this crystalline phase are near 90°.
